# Optical Gap or Transport Gap in the Intrinsic Carrier Density?: a program that tests the result

```python
"""Intrinsic carrier density of a two-dimensional semiconductor.

Result under test: replacing the transport gap E_t by the optical gap E_o
multiplies the calculated intrinsic density by exp((E_t-E_o)/(2 k T)).
E_t: energy of a free electron plus a free hole.
E_o: energy of the lowest bound electron-hole pair (exciton).
Band weight: degeneracy times effective mass in electron masses.
Energies are in eV, sheet densities in cm^-2, temperatures in K.
The densities of states are evaluated in atomic units and then converted.
The valence-band edge is the zero of energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gammaln

K_EV = const.k / const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = 100 * const.physical_constants["Bohr radius"][0]

transport_gap = 2.2
optical_gap = 1.9
binding = transport_gap - optical_gap
temperature = 300.0
mass_e, mass_h = 0.5, 0.5
degeneracy_c, degeneracy_v = 4, 2
weight_c = degeneracy_c * mass_e
weight_v = degeneracy_v * mass_h
# All electron-hole spin and valley combinations, without exchange splitting
weight_x = degeneracy_c * degeneracy_v * (mass_e + mass_h)


def effective_density(weight, temp):
    """Closed-form effective band density, cm^-2."""
    return weight * K_EV * temp / HARTREE_EV / (2 * np.pi) / BOHR_CM**2


def fermi_density(weight, distance, temp):
    """Integrate constant density of states times Fermi occupation."""
    kt = K_EV * temp
    integral = quad(lambda x: expit(-(x + distance / kt)), 0, 60,
                    epsabs=0, epsrel=1e-10, limit=200)[0]
    states_per_ev = weight / (2 * np.pi) / HARTREE_EV / BOHR_CM**2
    return states_per_ev * kt * integral


def solve_intrinsic(gap, temp, wc=weight_c, wv=weight_v):
    """Find the neutral Fermi level and the electron density."""
    def imbalance(mu):
        return np.log(fermi_density(wc, gap - mu, temp)
                      / fermi_density(wv, mu, temp))
    mu = brentq(imbalance, 0.3 * gap, 0.7 * gap, xtol=1e-13)
    return fermi_density(wc, gap - mu, temp), mu


def formula_intrinsic(gap, temp):
    nc = effective_density(weight_c, temp)
    nv = effective_density(weight_v, temp)
    return np.sqrt(nc * nv) * np.exp(-gap / (2 * K_EV * temp))


def minority_density(gap, donors):
    """Hole density with fully ionised donors."""
    def charge(mu):
        electrons = fermi_density(weight_c, gap - mu, temperature)
        holes = fermi_density(weight_v, mu, temperature)
        return (electrons - holes - donors) / donors
    mu = brentq(charge, gap / 2, gap, xtol=1e-13)
    return fermi_density(weight_v, mu, temperature)


def mean_pairs(z):
    """Mean pair number in a strictly neutral isolated area."""
    k = np.arange(0, 1000)
    log_weight = 2 * k * np.log(z) - 2 * gammaln(k + 1)
    weights = np.exp(log_weight - log_weight.max())
    return np.sum(k * weights) / np.sum(weights)


# Density of states from an explicit count of plane waves in a periodic box
box, energy_au = 20000.0, 0.01
radius = np.sqrt(2 * mass_e * energy_au) * box / (2 * np.pi)
index = np.arange(-int(radius) - 1, int(radius) + 2)
count = np.count_nonzero(index[:, None]**2 + index[None, :]**2 < radius**2)
count_ratio = count / (box**2 * mass_e * energy_au / (2 * np.pi))
assert abs(count_ratio - 1) < 2e-3  # finite-box boundary error

# Intrinsic density and error factor
kt = K_EV * temperature
nc = effective_density(weight_c, temperature)
nv = effective_density(weight_v, temperature)
n_transport, mu_transport = solve_intrinsic(transport_gap, temperature)
n_optical, mu_optical = solve_intrinsic(optical_gap, temperature)
ratio = n_optical / n_transport
ratio_formula = np.exp(binding / (2 * kt))
for gap, numeric in ((transport_gap, n_transport), (optical_gap, n_optical)):
    assert abs(numeric / formula_intrinsic(gap, temperature) - 1) < 1e-7
mu_formula = transport_gap / 2 + kt / 2 * np.log(nv / nc)
assert abs(mu_transport - mu_formula) < 1e-8
assert abs(ratio / ratio_formula - 1) < 1e-7
assert abs(ratio / 330 - 1) < 0.02

# Full Fermi integral where the Boltzmann approximation could fail
near_edge = fermi_density(weight_c, 0.02, temperature)
log_formula = nc * np.log1p(np.exp(-0.02 / kt))
assert abs(near_edge / log_formula - 1) < 1e-7

# Exciton population from a Bose integral, then ionisation equilibrium
bose_integral = quad(lambda x: 1 / np.expm1(x + optical_gap / kt), 0, 60,
                     epsabs=0, epsrel=1e-10, limit=200)[0]
nx_effective = effective_density(weight_x, temperature)
n_exciton = nx_effective * bose_integral
ionisation_constant = nc * nv / nx_effective * np.exp(-binding / kt)
assert abs(n_transport**2 / n_exciton / ionisation_constant - 1) < 1e-6

# Doping and its effect on minority carriers
donors = 1e12
p_transport = minority_density(transport_gap, donors)
p_optical = minority_density(optical_gap, donors)
minority_ratio = p_optical / p_transport
simple_minority = n_transport**2 / donors
assert abs(minority_ratio / ratio_formula**2 - 1) < 1e-6
assert abs(p_transport / simple_minority - 1) < 0.10  # mild degeneracy

# Pair counting in isolated areas: both limits and a 1 cm^2 film
assert abs(mean_pairs(100.0) / 100.0 - 1) < 0.01
assert abs(mean_pairs(1e-3) / 1e-6 - 1) < 1e-4
pairs_transport = mean_pairs(n_transport)
pairs_optical = mean_pairs(n_optical)
isolated_ratio = pairs_optical / pairs_transport
assert abs(isolated_ratio / ratio_formula**2 - 1) < 1e-4

# Temperature, gap uncertainty and prefactor changes
hot_temperature = 400.0
n_hot = solve_intrinsic(transport_gap, hot_temperature)[0]
ratio_hot = solve_intrinsic(optical_gap, hot_temperature)[0] / n_hot
assert abs(ratio_hot / np.exp(binding / (2 * K_EV * hot_temperature)) - 1) < 1e-6
shift = 0.05
ratio_low = n_optical / solve_intrinsic(transport_gap - shift, temperature)[0]
ratio_high = n_optical / solve_intrinsic(transport_gap + shift, temperature)[0]
n_shifted = solve_intrinsic(transport_gap - shift, temperature)[0]
n_opt_shifted = solve_intrinsic(optical_gap - shift, temperature)[0]
assert abs(n_opt_shifted / n_shifted / ratio - 1) < 1e-6
n_heavy = solve_intrinsic(transport_gap, temperature, wc=2 * weight_c)[0]
n_opt_heavy = solve_intrinsic(optical_gap, temperature, wc=2 * weight_c)[0]
assert abs(n_opt_heavy / n_heavy / ratio - 1) < 1e-6
assert abs(n_heavy / n_transport - np.sqrt(2)) < 1e-6

# Nonparabolic band E(1+alpha E)=k^2/(2m), alpha roughly 1/transport gap
a = kt / transport_gap
nonparabolic = quad(lambda u: np.exp(-(np.sqrt(1 + 4 * a * u) - 1) / (2 * a)),
                    0, 200, epsabs=0, epsrel=1e-10, limit=200)[0]
assert abs(nonparabolic - (1 + 2 * a)) < 1e-7

decade_gap = 2 * kt * np.log(10)
n_decade = solve_intrinsic(transport_gap - decade_gap, temperature)[0]
assert abs(n_decade / n_transport - 10) < 1e-5

print(f"Transport gap: {transport_gap:.1f} eV")
print(f"Optical gap: {optical_gap:.1f} eV")
print(f"Exciton binding energy: {binding:.1f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kt:.6f} eV")
print(f"Electron, hole mass: {mass_e:.1f}, {mass_h:.1f} electron masses")
print(f"Conduction, valence degeneracy: {degeneracy_c}, {degeneracy_v}")
print(f"Plane-wave count / formula: {count_ratio:.5f}")
print(f"Effective density Nc: {nc:.3e} cm^-2")
print(f"Effective density Nv: {nv:.3e} cm^-2")
print(f"Prefactor sqrt(Nc Nv): {np.sqrt(nc * nv):.3e} cm^-2")
print(f"Exponent E_t/(2kT): {transport_gap / (2 * kt):.3f}")
print(f"Exponent E_o/(2kT): {optical_gap / (2 * kt):.3f}")
print(f"Exponent difference E_b/(2kT): {binding / (2 * kt):.4f}")
print(f"Fermi level above valence edge, E_t: {mu_transport:.4f} eV")
print(f"Intrinsic density with E_t: {n_transport:.3e} cm^-2")
print(f"Density wrongly found with E_o: {n_optical:.3e} cm^-2")
print(f"Overestimate from Fermi integrals: {ratio:.1f} times")
print(f"Overestimate from formula: {ratio_formula:.1f} times")
print(f"If factor 2 is forgotten: {np.exp(binding / kt):.3e} times")
print(f"Gap error for a factor 10: {decade_gap:.4f} eV")
print(f"Area holding one intrinsic electron: {1e-4 / n_transport:.1f} m^2")
print(f"Exciton effective density NX: {nx_effective:.3e} cm^-2")
print(f"Thermal exciton density: {n_exciton:.3e} cm^-2")
print(f"Ionisation constant np/nX: {ionisation_constant:.3e} cm^-2")
print(f"Assumed donor density: {donors:.1e} cm^-2")
print(f"Donors / intrinsic density: {donors / n_transport:.2e}")
print(f"Minority holes with E_t: {p_transport:.3e} cm^-2")
print(f"Minority holes from ni^2/Nd: {simple_minority:.3e} cm^-2")
print(f"Minority degeneracy correction: {100 * (p_transport / simple_minority - 1):.2f} %")
print(f"Minority overestimate: {minority_ratio:.3e} times")
print(f"Mean pairs, isolated 1 cm^2, E_t: {pairs_transport:.3e}")
print(f"Mean pairs, isolated 1 cm^2, E_o: {pairs_optical:.3e}")
print(f"Isolated-film overestimate: {isolated_ratio:.3e} times")
print(f"Higher temperature: {hot_temperature:.0f} K")
print(f"Intrinsic density at higher temperature: {n_hot:.3e} cm^-2")
print(f"Overestimate at higher temperature: {ratio_hot:.1f} times")
print(f"Gap uncertainty tested: {shift:.2f} eV")
print(f"Overestimate, binding lower by this: {ratio_low:.1f} times")
print(f"Overestimate, binding higher by this: {ratio_high:.1f} times")
print(f"Density factor, both gaps lower by this: {n_shifted / n_transport:.3f}")
print(f"Overestimate after common gap shift: {n_opt_shifted / n_shifted:.1f} times")
print(f"Density factor, doubled conduction weight: {n_heavy / n_transport:.3f}")
print(f"Overestimate, doubled conduction weight: {n_opt_heavy / n_heavy:.1f} times")
print(f"Nonparabolicity parameter: {1 / transport_gap:.3f} eV^-1")
print(f"Nonparabolic band-density factor: {nonparabolic:.4f}")
print("finished without a failed check")
```

Output:

```
Transport gap: 2.2 eV
Optical gap: 1.9 eV
Exciton binding energy: 0.3 eV
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Electron, hole mass: 0.5, 0.5 electron masses
Conduction, valence degeneracy: 4, 2
Plane-wave count / formula: 1.00012
Effective density Nc: 1.080e+13 cm^-2
Effective density Nv: 5.400e+12 cm^-2
Prefactor sqrt(Nc Nv): 7.636e+12 cm^-2
Exponent E_t/(2kT): 42.550
Exponent E_o/(2kT): 36.748
Exponent difference E_b/(2kT): 5.8023
Fermi level above valence edge, E_t: 1.0910 eV
Intrinsic density with E_t: 2.533e-06 cm^-2
Density wrongly found with E_o: 8.386e-04 cm^-2
Overestimate from Fermi integrals: 331.0 times
Overestimate from formula: 331.0 times
If factor 2 is forgotten: 1.096e+05 times
Gap error for a factor 10: 0.1191 eV
Area holding one intrinsic electron: 39.5 m^2
Exciton effective density NX: 4.320e+13 cm^-2
Thermal exciton density: 5.210e-19 cm^-2
Ionisation constant np/nX: 1.232e+07 cm^-2
Assumed donor density: 1.0e+12 cm^-2
Donors / intrinsic density: 3.95e+17
Minority holes with E_t: 6.125e-24 cm^-2
Minority holes from ni^2/Nd: 6.418e-24 cm^-2
Minority degeneracy correction: -4.56 %
Minority overestimate: 1.096e+05 times
Mean pairs, isolated 1 cm^2, E_t: 6.418e-12
Mean pairs, isolated 1 cm^2, E_o: 7.033e-07
Isolated-film overestimate: 1.096e+05 times
Higher temperature: 400 K
Intrinsic density at higher temperature: 1.407e-01 cm^-2
Overestimate at higher temperature: 77.6 times
Gap uncertainty tested: 0.05 eV
Overestimate, binding lower by this: 125.9 times
Overestimate, binding higher by this: 870.7 times
Density factor, both gaps lower by this: 2.630
Overestimate after common gap shift: 331.0 times
Density factor, doubled conduction weight: 1.414
Overestimate, doubled conduction weight: 331.0 times
Nonparabolicity parameter: 0.455 eV^-1
Nonparabolic band-density factor: 1.0235
finished without a failed check
```
